\section*{Surface power spectrum from two repeat scans without a noise bias}

\section{Definitions and conventions}

Two scans of the same surface patch give the heights
\begin{equation}
z_j(x)=h(x)+e_j(x),\qquad j=1,2,
\end{equation}
on $n\times n$ pixels of pitch $d$, so the side is $L=nd$. The surface $h$ is unchanged between the scans, the scans are aligned, and $e_j$ is the instrument noise. Heights and lengths are in nm, frequencies $f$ in cycles/nm, and areal spectra in nm$^4$. Spectra are two-sided: $f$ and $-f$ both count.

Each scan is levelled by subtracting its least-squares plane, multiplied by a window $W(x)$, and transformed:
\begin{equation}
A_j(f)=\frac{d}{\sqrt{\sum_x W(x)^2}}\sum_x W(x)\,[\mathcal{L}z_j](x)\,e^{-2\pi i f\cdot x}.
\label{eq:A}
\end{equation}
The levelling $\mathcal L$ is linear, so $A_j=H+E_j$, where $H$ and $E_j$ are the same transforms of $h$ and $e_j$. The estimate is the real cross-spectrum
\begin{equation}
C(f)=\mathrm{Re}\,[A_1^*(f)A_2(f)].
\end{equation}

The normalization follows from Parseval's theorem. Without a window, $\sum W^2=n^2$ and $\sum_f|A|^2=(d^2/n^2)\,n^2\sum_x z^2=d^2\sum_x z^2$. Division by $L^2=n^2d^2$ gives the mean square height. White noise of rms $\sigma_e$ per pixel has $\langle|E|^2\rangle=d^2\sigma_e^2\sum W^2/\sum W^2=\sigma_e^2d^2$, apart from the loss to levelling. With the Hann window used below, this loss is 44\% at $f=0$, at most 19\% in the adjoining bins, and below 1\% beyond them.

There are two possible targets. One is $|H|^2$, the noise-free periodogram of this patch. The other is $S=\langle|H|^2\rangle$, its mean over an ensemble of surfaces. $S$ is the surface spectrum smeared by the window and folded by the sampling. The noise spectrum is $N=\langle|E_j|^2\rangle$, taken equal for both scans unless stated.

\section{Why the noise bias cancels}

For the given surface, assume
\begin{equation}
\langle e_j(x)\rangle_h=0,\qquad \langle e_1(x)e_2(y)\rangle_h=0\quad\text{for all pixels }x,y.
\label{eq:assume}
\end{equation}
Independent zero-mean noises satisfy this. Expanding the product gives
\begin{equation}
A_1^*A_2=|H|^2+H^*E_2+E_1^*H+E_1^*E_2 .
\end{equation}
At fixed $h$, $H$ is a constant. Each $E_j$ is a linear combination of the $e_j(x)$, so the second and third terms average to zero by the first condition. The last term is a double sum over products $e_1(x)e_2(y)$ and averages to zero by the second. Hence
\begin{equation}
\langle C\rangle_h=|H|^2 .
\label{eq:unbiased}
\end{equation}
Nothing was assumed about the correlation of noise within one scan, its distribution, or the dependence of its strength on height. Line-to-line jumps cancel too, provided that they are not repeated in the second scan.

A single scan contains the product of a noise with itself:
\begin{equation}
\langle|A_1|^2\rangle_h=|H|^2+\langle|E_1|^2\rangle_h=|H|^2+N .
\end{equation}
Averaging the two height maps first halves this bias but does not remove it:
\begin{equation}
\Big\langle\Big|\frac{A_1+A_2}{2}\Big|^2\Big\rangle_h
=|H|^2+\frac{N+N}{4}=|H|^2+\frac N2 .
\end{equation}
The link between the two estimates is an identity. With $u=(A_1+A_2)/2$ and $v=(A_1-A_2)/2$,
\begin{equation}
|u|^2-|v|^2=\tfrac14\,[4\,\mathrm{Re}(A_1^*A_2)]=C ,
\label{eq:identity}
\end{equation}
because the terms $|A_1|^2$ and $|A_2|^2$ cancel. The surface drops out of $v$, which measures the noise that the averaged scan still contains. The quantity $D=2|v|^2=|A_1-A_2|^2/2$ has the mean $N$ and serves as the noise estimate.

\section{Scatter, and the gain over averaging}

The cancellation holds for the mean; one pair still scatters. Let the noise amplitudes be circular complex Gaussian variables, which excludes the few frequencies where $f$ and $-f$ coincide on the grid and, with a Hann window, the bins next to them. At fixed $h$, the terms $\mathrm{Re}(H^*E_2)$ and $\mathrm{Re}(E_1^*H)$ each have variance $|H|^2N/2$, since the real part carries half the power. The term $\mathrm{Re}(E_1^*E_2)$ has variance $N^2/2$. Their covariances vanish, since each contains an unpaired zero-mean factor. Therefore
\begin{equation}
\mathrm{Var}(C|h)=|H|^2N+\tfrac12N^2 .
\label{eq:condvar}
\end{equation}

If the surface is also a Gaussian ensemble, $u$ and $v$ are independent, because $\langle uv^*\rangle=(\langle|A_1|^2\rangle-\langle|A_2|^2\rangle)/4=0$ and the remaining terms are imaginary parts with zero mean. Then $|u|^2$ and $|v|^2$ are exponentially distributed with means $a=S+N/2$ and $b=N/2$. The variance of an exponential variable is its squared mean, so
\begin{equation}
\mathrm{Var}\,C=a^2+b^2=S^2+SN+\tfrac12N^2 .
\end{equation}
For an average over $m$ independent modes with equal $S$ and $N$, the mean square errors relative to $S$ are
\begin{align}
\text{cross:}\quad & \frac{S^2+SN+N^2/2}{m},\\
\text{averaged scan:}\quad & \frac{N^2}{4}+\frac{(S+N/2)^2}{m},\\
\text{single scan:}\quad & N^2+\frac{(S+N)^2}{m}.
\end{align}
Subtracting the first from the second gives
\begin{equation}
\frac{N^2}{4}+\frac{1}{m}\Big(\frac{N^2}{4}-\frac{N^2}{2}\Big)=\frac{N^2}{4}\Big(1-\frac1m\Big).
\end{equation}
For one mode the two estimates are equally good: the cross-spectrum has exchanged bias for variance. For $m>1$ it is better, since averaging reduces variance but not bias.

The same distributions give the probability of a negative mode:
\begin{equation}
P(C<0)=\int_0^\infty\frac{e^{-t/a}}{a}\,e^{-t/b}\,dt=\frac{b}{a+b}=\frac{N/2}{S+N}.
\label{eq:negative}
\end{equation}
Where noise dominates, this approaches one half. Negative values must stay in the average. Replacing $C$ by $|A_1^*A_2|$ mode by mode restores a bias: for $S=0$, $\langle|E_j|\rangle=\sqrt{\pi N}/2$, so the product of the two independent moduli averages to $\pi N/4$.

\subsection{Standard error of a band}

Let a band hold $M$ grid modes. Two effects reduce the number of independent ones. First, $C(-f)=C(f)$ for real heights, which doubles the variance of the mean. Second, the window correlates neighbours. For white noise and $W(x,y)=w(x)w(y)$, the correlation along one axis at an offset of $q$ bins is
\begin{equation}
r_q=\frac{\sum_p w_p^2e^{-2\pi iqp/n}}{\sum_p w_p^2},\qquad
\sum_q|r_q|^2=\frac{n\sum_p w_p^4}{(\sum_p w_p^2)^2},
\end{equation}
the sum following from Parseval's theorem. The noise-noise part of $C$ has covariance $(N^2/2)|r|^2$ between neighbours, one factor $r$ from each scan. In the surface-noise part, the second factor comes from the surface, on average and for a spectrum smooth over a few bins. Both parts are thus enlarged by the same factor, squared for two dimensions:
\begin{equation}
\kappa=\Big[\frac{n\sum w^4}{(\sum w^2)^2}\Big]^2,\qquad
\mathrm{Var}(\bar C|h)\simeq\frac{2\kappa}{M}\,\overline{\Big(|H|^2N+\tfrac12N^2\Big)} .
\label{eq:band}
\end{equation}
For the Hann window $w_p=\frac12-\frac12\cos(2\pi p/n)$ the means of $w^2$ and $w^4$ are $3/8$ and $35/128$, so $\kappa=(35/18)^2=3.78$. Band edges, where neighbours are missing, lower the variance slightly.

\section{Algorithm and cost}

\begin{verbatim}
input: z1, z2, pitch d, band edges
for j = 1, 2:
    subtract least-squares plane from zj
    Aj = d * FFT2(W * zj) / sqrt(sum(W^2))
X = conj(A1) * A2
fit shift delta to phase of X at low f
X = X * exp(+2*pi*i * f.delta)
A2 = A2 * exp(+2*pi*i * f.delta)
C = real(X);  D = |A1 - A2|^2 / 2
for each band with M modes:
    P = mean(C);  Q = mean(D)     # keep signs
    error = sqrt(2*kappa/M * (P*Q + Q^2/2))
    output P, error, Q
\end{verbatim}

The cost is two fast Fourier transforms, of order $n^2\log n$ operations, and a few arrays of $n^2$ numbers. The error formula assumes noise that is nearly flat within the band. Line-to-line jumps violate this: their power lies in a narrow streak of the frequency plane, so a few modes carry most of the scatter. With independent row offsets of 0.1 nm rms added to each scan of the example below, the true scatter is about four to six times the printed error in the three highest bands. For an isotropic surface the streak can be left out of the bands. The radicand of the error formula cannot be negative: by \eqref{eq:identity}, $P=\overline{|u|^2}-Q/2\ge-Q/2$, so $PQ+Q^2/2\ge0$. There is no division by a small spectral value anywhere.

Solving \eqref{eq:band} for $M$ gives the modes needed for a relative error $\epsilon$ when $|H|^2\simeq P$:
\begin{equation}
M\simeq\frac{2\kappa}{\epsilon^2}\Big(\frac{N}{P}+\frac{N^2}{2P^2}\Big).
\end{equation}
For weak noise the demand grows as $N/P$; deep below the noise it grows as $(N/P)^2$. This sets the practical limit of the method.

With $R>2$ scans, the mean over all distinct pairs is $(|\sum_jA_j|^2-\sum_j|A_j|^2)/[R(R-1)]$. The subtraction removes every product of a scan with itself, so the mean stays unbiased.

\section{Worked example}

The example imitates atomic-force microscopy of a smooth film grown by atomic layer deposition. The isotropic model spectrum is
\begin{equation}
S_0(f)=\frac{4\pi\alpha\xi^2\sigma^2}{[1+(2\pi f\xi)^2]^{1+\alpha}} .
\end{equation}
With $t=(2\pi f\xi)^2$, $2\pi f\,df=dt/(4\pi\xi^2)$, and its integral over the frequency plane is $\alpha\sigma^2\int_0^\infty(1+t)^{-1-\alpha}dt=\sigma^2$. The parameters are $\sigma=0.3$ nm, $\xi=15$ nm, $\alpha=0.8$, $d=2$ nm, $n=256$ and $\sigma_e=0.1$ nm. Thus $L=512$ nm, $S_0(0)=203.6$ nm$^4$ and $N=0.1^2\times2^2=0.040$ nm$^4$. The surface falls below the noise at $f=0.113$ cycles/nm.

A Gaussian surface with this spectrum was made by Fourier filtering on a 1 nm grid. A patch was cut out and sampled at 2 nm, and white Gaussian noise was added independently to each scan. One pair, with a Hann window, gives these band means in nm$^4$:

\begin{center}
\begin{tabular}{ccccc}
$f$ (nm$^{-1}$) & patch & single & averaged & cross\\
0.01--0.03 & 13.03 & 13.07 & 12.99 & 12.97\\
0.05--0.07 & 0.356 & 0.405 & 0.388 & 0.367\\
0.09--0.11 & 0.0589 & 0.1002 & 0.0810 & 0.0618\\
0.14--0.18 & 0.0129 & 0.0520 & 0.0318 & 0.0116\\
0.20--0.24 & 0.0055 & 0.0446 & 0.0254 & 0.0053
\end{tabular}
\end{center}

In the band 0.14--0.18 cycles/nm the single scan reads 4.0 times the patch value. The cross-spectrum is 11\% low, which is scatter of the expected size. With $M=10552$, the mode variance is $0.01293\times0.04+0.04^2/2=0.00132$ nm$^8$, and
\begin{equation}
\sqrt{\frac{2\times3.78}{10552}\times0.00132}=0.00097\ \text{nm}^4,
\end{equation}
or 7.5\% of the patch value. The deviation is 1.4 standard errors. Over 200 noise pairs on the same patch, the band mean scattered by 0.00097 nm$^4$. The mean excess over the patch was 0.0399 nm$^4$ for a single scan, 0.0199 for the averaged scan and $-0.00007$ for the cross-spectrum. These agree with $N$, $N/2$ and zero within two standard errors of the mean; for the last, one standard error is $0.00097/\sqrt{200}=0.00007$ nm$^4$.

In the first pair 37.6\% of the modes in this band were negative; \eqref{eq:negative} with the patch value for $S$ gives $0.020/0.0529=37.8\%$. Taking moduli mode by mode would have given 0.041 nm$^4$, more than three times the patch value.

The total roughness is less sensitive. Without a window, the rms height of the levelled patch is 0.278 nm, a single scan gives 0.295 nm, and the cross-spectrum gives 0.278 nm. The squares differ by $0.0873-0.0773=0.010$ nm$^2$, which is $\sigma_e^2$. Most of the variance lies at low frequency, where the surface is far above the noise.

The patch is not the ensemble. In the lowest band the sampled model has 14.7 nm$^4$ and this patch 13.0. With only 660 modes, a flat spectrum would scatter from patch to patch by about $13.0\sqrt{2\kappa/660}=1.4$ nm$^4$, and a steep one by more. Repeating scans of one place does not reduce this; scanning other places does.

\section{Failure modes}

\subsection{Misalignment}

If scan 2 is displaced, $z_2(x)=h(x-\delta)+e_2(x)$, then $A_2\simeq He^{-2\pi if\cdot\delta}+E_2$, apart from the strip of surface exchanged at the edges. The mean of $C$ becomes $|H|^2\cos(2\pi f\cdot\delta)$. Averaging over directions for an isotropic surface gives
\begin{equation}
\frac{1}{2\pi}\int_0^{2\pi}\cos(2\pi f\delta\cos\theta)\,d\theta=J_0(2\pi f\delta)\simeq1-(\pi f\delta)^2 .
\end{equation}
A small residual shift therefore lowers the estimate, and the loss grows with frequency as long as $2\pi f\delta<3.8$. The mean estimate is already negative for $2\pi f\delta$ between 2.4 and 5.5, and $J_0$ keeps oscillating at larger values. Without aliasing, a shift of 0.45 nm costs 5\% at 0.16 cycles/nm. For 1 nm, $J_0$ averaged over the area of the band 0.14--0.18 with the model spectrum as weight gives a factor 0.768; displacing the simulated patch, sampled at 1 nm without noise, gave 0.769.

The phase $\phi$ of $A_1^*A_2$ measures the shift. In strong modes $\phi=-k\cdot\delta+\eta$ with $k=2\pi f$. The error $\eta$ is the imaginary noise part, of variance $|H|^2N$, divided by $|H|^2$, so its variance is $N/|H|^2$. Least squares therefore weights the squared residuals by $|A_1^*A_2|\simeq|H|^2$:
\begin{equation}
\hat\delta=-\Big[\sum|A_1^*A_2|\,kk^T\Big]^{-1}\sum|A_1^*A_2|\,k\,\phi .
\end{equation}
With the factors 2 and $\kappa$ explained above, its covariance is about $2\kappa N[\sum|H|^2kk^T]^{-1}$. For the 1 nm sampling, where $N=0.01$ nm$^4$, a fit over 0.01--0.06 cycles/nm has a predicted standard error of 0.022 nm per component. Forty noisy pairs scattered by 0.022 nm; weights $|A_1^*A_2|^2$ doubled this to 0.046 nm. After correction the band 0.14--0.18 returned to 1.01 of its true value on average.

The fit requires $|k\cdot\delta|<\pi$, here $|\delta|<8$ nm, so larger offsets need a coarse registration first. Near this limit the fit is biased towards smaller shifts: with noise at the 2 nm pitch it falls short by up to about 0.1 nm at 7 nm and by about 0.2 nm at 8 nm. Coarse registration also helps within this range, because the window covers different parts of the surface in the two scans and a corrected shift leaves some surface power in $D$. At the 2 nm pitch of the example, a 7 nm shift adds about half of $N$ to $D$ in the lowest band. Fitting in a band other than the one analysed avoids choosing the shift that makes its noise agree. Aliased power is not corrected properly: a component folded from $f+g$ keeps the phase factor $e^{-2\pi ig\cdot\delta}$. At the 2 nm pitch of the example, a corrected 1 nm shift therefore still leaves the band 0.14--0.18 about 8 to 12\% low, depending on the direction of the shift. For the model spectrum continued beyond the 1 nm grid of the simulated surface, the loss would be about 14 to 17\%.

\subsection{Errors shared by both scans}

If $e_j=c+a_j$ with independent zero-mean parts, the product $c\,c$ survives and the bias is the spectrum of $c$. In the example, white common noise with 5\% of the noise power gives $0.05\times0.04/0.01293=15\%$ of the patch value in the band 0.14--0.18. Pickup locked to the scan lines also survives, but its power sits at a few frequencies, so a band that contains them can be biased much more. A repeatable scanner bow with transform $B$ adds $|B|^2+2\,\mathrm{Re}(H^*B)$, which can have either sign. A height scale wrong by 2\% in both scans multiplies the spectrum by $1.02^2=1.04$.

Levelling that depends nonlinearly on the data, such as subtracting row medians, breaks $A_j=H+E_j$, and \eqref{eq:unbiased} is then no longer guaranteed.

\subsection{Limits of the recorded image}

The cross-spectrum estimates the spectrum of what both scans record. In the same band, folding from above the pixel limit raises the model spectrum by 9\%; the simulated surface has no power beyond its own 1 nm grid, and the model spectrum continued to all frequencies would give 14\%. Omitting the window raised the patch value by 11\%, the direction expected of leakage from the strong low frequencies. A parabolic tip of radius $\rho=8$ nm in hard contact records $\max_y[h(x+y)-y^2/(2\rho)]$. Applied to the simulated surface, with the maximum taken over its 1 nm grid, this lowered the band to 0.87 of its value, but the lowest band by only 0.2\%. The first figure is uncertain by about 0.03: the same surface interpolated to a 0.25 nm grid gives 0.90, and continuing its spectrum to 1 cycle/nm brings this back to about 0.87.

\subsection{Comparison with real measurements}

Roughness of a few tenths of a nanometre, correlation lengths of tens of nanometres and tip radii near 10 nm are rough typical values for smooth deposited films and sharp probes. The noise of 0.1 nm is high for a quiet instrument. At 0.03 nm, $N$ would be 0.0036 nm$^4$, and the single-scan bias in the band 0.14--0.18 would fall from about 310\% to 28\%. Drift breaks the assumption of alignment most directly: an uncorrected 1 nm shift removes 23\% there without aliasing, and about 30\% at the 2 nm pitch of the example, where the folded power takes a different phase (33 to 34\% for the model spectrum continued beyond the 1 nm grid). Drift that varies during a scan distorts the image, and one fitted $\delta$ cannot repair it. Tip wear between scans changes the recorded surface itself, so the cross-spectrum then gives $\mathrm{Re}(H_1^*H_2)$ rather than the spectrum of either image. For white noise as in the example, the correction is minor at the lowest frequencies, and the number of patches scanned matters more. Line-to-line drift is different, because its power lies at low frequency: a random walk with independent steps of 0.1 nm rms per line adds on average about half of the patch value to the lowest band of a single scan, with a wide spread: four walks in five add between 15 and 90\%.
